# Fine-structure doublets of heavy hadronic atoms and the hadron's magnetic moment, part 2

A negative hadron of spin 1/2, mass $m$ and charge $q=-e$ circles a spinless nucleus of mass $M$ and charge $Ze$. We want its magnetic moment from the spacing of the two strong X-ray lines between neighbouring circular orbits. Units are $\hbar=c=1$ and $e^2=4\pi\alpha$, with $\alpha$ the fine-structure constant. The moment operator is

$$
\boldsymbol\mu=g\,\frac{q}{2m}\,\mathbf s ,
\tag{1}
$$

where $\mathbf s$ is the spin in the hadron's rest frame.

In the centre-of-mass frame, $\mathbf r$ points from the nucleus to the hadron, $\mathbf p$ is the hadron's momentum and $\mathbf L=\mathbf r\times\mathbf p$. The nucleus produces the electric field $\mathbf E$ at the hadron. With the reduced mass $m_r$ given by $1/m_r=1/m+1/M$, the leading spin-orbit interaction is

$$
H_s=\frac{Z\alpha}{2m\,m_r\,r^3}
\left(g-\frac{m_r}{m}\right)\mathbf L\cdot\mathbf s .
\tag{17}
$$

The term $g$ in the bracket comes from the magnetic torque, which depends on the relative velocity; $m_r/m$ comes from the Thomas precession.

A circular orbit with principal quantum number $n$ has orbital quantum number $l=n-1$ and, up to normalization, the reduced radial function

$$
u(r)=r^n e^{-\lambda r},
\qquad
\lambda=\frac{m_rZ\alpha}{n}.
\tag{18}
$$

Its two levels, with total angular momentum $j=l\pm\frac12$, are split by

$$
\begin{aligned}
\delta(n)
&=E_{n,\,j=l+1/2}-E_{n,\,j=l-1/2}\\
&=\frac{(Z\alpha)^4m_r^2}{2m\,n^4(n-1)}
\left(g-\frac{m_r}{m}\right),\qquad n\ge2 .
\end{aligned}
\tag{22}
$$

The example of Part I is an antiproton with $m=938.272$ MeV and $g=5.58569$, around a nucleus with $Z=20$ and $M=37259.76$ MeV. Then $Z\alpha=0.145947$, $m_r=915.225$ MeV, $m_r/m=0.975437$, $\delta(7)=64.81$ eV and $\delta(8)=32.57$ eV.

Two shortcuts will be compared with the consistent treatment. One takes the nucleus as fixed throughout; the other puts the reduced mass into the orbit but leaves the spin interaction as it was for a fixed nucleus.

### Three lines and their order

Consider the electric dipole transition $n\to n-1$ between circular orbits, with $n\ge3$. Let $l=n-1$ belong to the upper orbit; the lower one has $l-1$. The allowed changes of $j$ give three lines:

- line $a$: $j=l+\frac12\to l-\frac12$;
- line $b$: $j=l-\frac12\to l-\frac32$;
- line $w$: $j=l-\frac12\to l-\frac12$.

Use a superscript $+$ or $-$ for the higher-$j$ or lower-$j$ member of a pair. The photon energies are

$$
\begin{aligned}
E_a&=E_n^+-E_{n-1}^+,\\
E_b&=E_n^--E_{n-1}^-,\\
E_w&=E_n^--E_{n-1}^+ .
\end{aligned}
\tag{25}
$$

Subtraction gives

$$
D\equiv E_b-E_a=\delta(n-1)-\delta(n),
\qquad
E_w-E_a=-\delta(n).
\tag{26}
$$

Insert (22) into the first relation and collect the factors that do not contain $g$:

$$
D=K_n\left(g-\frac{m_r}{m}\right),
\tag{27}
$$

$$
K_n=\frac{(Z\alpha)^4m_r^2}{2m}
\left[\frac1{(n-1)^4(n-2)}-\frac1{n^4(n-1)}\right].
\tag{28}
$$

The bracket in (28) is positive because the denominator $n^4(n-1)$ grows with $n$. Hence $D$ has the sign of $g-m_r/m$.

For large $n$ the bracket behaves as $5/n^6$. The orbit radius behaves as $n^2/(m_rZ\alpha)$. If this radius is held fixed while $Z$ is raised, then $n^2\propto Z$ and, in this limit, $K_n\propto Z$. Near $n=8$ the growth is slower, since the bracket is $9.05/n^6$ there and its coefficient falls towards 5 as $n$ rises. At a given distance and reduced mass, $K_n$ is proportional to $n^8$ times the bracket. This product falls from $n=3$ to $n=4$ and grows from $n=4$ upward. In that range a nucleus of higher charge gives a wider doublet at a given distance, although its own radius also grows.

### Intensities that determine the sign

The dipole operator acts on the orbital motion and leaves the spin alone. Neglect the small frequency differences within the doublet, and suppose that all magnetic sublevels of the upper pair are equally populated. This is the meaning of a statistical population here.

Sum the decay rate of an upper state over all lower spin and orbital states. The resulting operator is invariant under orbital rotations and does not act on spin. It is therefore a multiple of the identity on the upper manifold. The total intensity from an upper $j$ level is proportional to its number of sublevels, $2j+1$. The same argument, with the sum taken over upper states, shows that the intensity into a lower level with $j'$ is proportional to $2j'+1$.

Let $c$ and $c'$ be the two constants of proportionality. The sums for the upper and lower levels are

$$
\begin{aligned}
I_a&=(2l+2)c, & I_b+I_w&=2lc,\\
I_a+I_w&=2lc', & I_b&=(2l-2)c'.
\end{aligned}
\tag{29}
$$

Equality of the total intensities gives $(4l+2)c=(4l-2)c'$, so $c'=c(2l+1)/(2l-1)$. Then

$$
\begin{aligned}
I_b&=\frac{(2l-2)(2l+1)}{2l-1}\,c,\\
I_w&=2lc-I_b=\frac{2c}{2l-1}.
\end{aligned}
\tag{30}
$$

Multiplication of all intensities by $(2l-1)/(2c)$ gives

$$
I_a:I_b:I_w=(l+1)(2l-1):(l-1)(2l+1):1 .
\tag{31}
$$

Line $a$ is stronger than line $b$, since their difference in (31) is $2l$. For $D>0$, line $a$ has the lower energy. For $D<0$, it has the higher energy. The order of the stronger and weaker main lines therefore determines the sign of $D$, if the population assumption is good enough and the lines of the circular orbits can be separated from others. Transitions between non-circular orbits with the same two principal quantum numbers have slightly different energies, because the relativistic, spin-orbit and vacuum-polarization shifts all depend on $l$. In the antiproton example below, one such line falls between the two main lines: the transition from $l=6$, $j=\frac{13}2$ to $l=5$, $j=\frac{11}2$ lies about 18 eV above line $a$, and for equally populated sublevels it has about two thirds of the strength of line $a$. If these orbits are populated, their lines must be included in the fit.

At $n=8$, $l=7$ and the ratio is $104:90:1$. The shares are 53.3, 46.2 and 0.5 percent. The two main intensities differ by a factor of 1.156. If each sublevel with $j=l-\frac12$ were populated 1.156 times as strongly as each sublevel with $j=l+\frac12$, the main lines would have equal intensity. A greater excess would reverse their order and lead to the wrong sign of $D$.

### From the spacing to the moment

Solving (27) for $g$ gives

$$
g=\frac{m_r}{m}+\frac{D}{K_n}.
\tag{32}
$$

The nuclear magneton is $\mu_N=e/(2m_p)$, where $m_p$ is the proton mass. Taking the component of (1) in the state of maximal spin projection, $s_z=\frac12$, gives the signed moment

$$
\frac{\mu}{\mu_N}
=-\frac g2\,\frac{m_p}{m}
=-\frac{m_p}{2m}
\left(\frac{m_r}{m}+\frac{D}{K_n}\right).
\tag{33}
$$

The minus sign comes from the hadron's negative charge. The mass ratio converts its natural magneton to the nuclear magneton. If the masses are known much better than the spacing, an uncertainty $\Delta D$ produces

$$
\frac{\Delta\mu}{\mu_N}=\frac{m_p}{2m}\,\frac{\Delta D}{K_n}.
\tag{34}
$$

If the experiment supplies $|D|$ without its sign, both signs must be put into (33). The two moments lie symmetrically about $-(m_p/2m)(m_r/m)\mu_N$, the value at which the main lines coincide.

### The antiproton

For the nucleus of Part I and $n=8$, equation (28) gives $K_8=6.995$ eV per unit of $g$. The predicted spacing is

$$
D=6.995\,(5.58569-0.97544)\ {\rm eV}=32.25\ {\rm eV}.
\tag{35}
$$

The Bohr energy of the transition is 46.623 keV, so the spacing is about $7\times10^{-4}$ of the photon energy. The weak line lies 32.57 eV below line $a$.

Now assume a measured spacing of $D=32.0\pm0.3$ eV, with the stronger main line at the lower energy. Equation (32) gives

$$
g=0.9754+\frac{32.0}{6.9949}=5.550,
\qquad
\Delta g=\frac{0.3}{6.9949}=0.043 .
\tag{36}
$$

Here $m=m_p$, so $\mu=-g\mu_N/2=(-2.775\pm0.021)\mu_N$. The opposite sign of $D$ would give $+1.80\mu_N$.

The errors of the two shortcuts can be traced algebraically. For a fixed nucleus, $m_r$ is replaced by $m$ throughout (27) and (28). At the same measured $D$, the inferred factor is

$$
g_{\rm fixed}=1+\left(\frac{m_r}{m}\right)^2
\left(g-\frac{m_r}{m}\right)=5.353 ,
\tag{37}
$$

and the moment is $-2.676\mu_N$. Its magnitude is 3.6 percent below that of the consistent inversion.

In the other shortcut, the reduced mass enters $\langle r^{-3}\rangle$, but the spin interaction keeps the fixed-nucleus factor $(g-1)/m^2$. The inferred factor then satisfies

$$
\begin{aligned}
\frac{m_r}{m}(g_{\rm orbit}-1)&=g-\frac{m_r}{m},\\
g_{\rm orbit}&=\frac m{m_r}\,g
=\left(1+\frac mM\right)g .
\end{aligned}
\tag{38}
$$

With $m/M=0.0252$, this gives $-2.845\mu_N$, whose magnitude is 2.5 percent too large relative to the consistent inversion. The omitted torque from the moving nucleus has been assigned to the hadron's moment.

### Vacuum polarization

The next question is whether the leading formula is accurate enough for the assumed uncertainty. Vacuum polarization by electron pairs adds the Uehling potential energy

$$
\begin{aligned}
U(r)&=-\frac{Z\alpha}{r}\frac{2\alpha}{3\pi}
\int_1^\infty dt\,\rho(t)e^{-2m_ert},\\
\rho(t)&=\frac{\sqrt{t^2-1}}{t^2}
\left(1+\frac1{2t^2}\right),
\end{aligned}
\tag{39}
$$

where $m_e$ is the electron mass. This established one-loop result is taken here as input. Let $W=-Z\alpha/r+U$. The force is now $q\mathbf E=-W'\mathbf r/r$, so $Z\alpha/r^3$ in (17) is replaced by $W'/r$.

Write $W'=(Z\alpha/r^2)[1+\eta(r)]$. Differentiation of (39) gives

$$
\eta(r)=\frac{2\alpha}{3\pi}\int_1^\infty dt\,\rho(t)
(1+2m_ert)e^{-2m_ert}.
\tag{40}
$$

The function $\eta$ is positive and decreases with $r$. A classical circular orbit shows its effect on the splitting. At fixed $L$, force balance gives

$$
\frac{L^2}{m_rr^3}=\frac{Z\alpha(1+\eta)}{r^2},
\qquad r\propto\frac1{1+\eta}.
\tag{41}
$$

The spin-orbit factor $W'/r$ is proportional to $(1+\eta)/r^3$, hence to $(1+\eta)^4$. Its relative change is approximately $\epsilon_n=4\eta(r_n)$: one part comes from the stronger field and three from the smaller orbit.

For the doublet, the change is

$$
\frac{\Delta D}{D}
=\frac{\delta(7)\epsilon_7-\delta(8)\epsilon_8}{D}
=2.01\,\epsilon_7-1.01\,\epsilon_8 .
\tag{42}
$$

The inner orbit has the larger $\epsilon$, so the relative change of the spacing exceeds that of either level splitting in this estimate. At the radii $r_n=n^2/(m_rZ\alpha)$ it gives $\epsilon_7=0.81$ and $\epsilon_8=0.66$ percent, and hence a change of 0.96 percent in $D$. This accounts for most, but not all, of the quantum value found next.

For a quantitative value, the radial Hamiltonian including the spin-orbit term was diagonalized for each $j$. The basis consisted of 14 Laguerre functions, with matrix elements evaluated by quadrature. Without $U$, the spacing is 32.251 eV, compared with 32.248 eV from (27). Including $U$ raises it by 1.04 percent.

### Higher relativistic order

The size of the next relativistic correction was estimated with the Dirac–Pauli equation for a fixed nucleus. For radial components $G$ and $F$, and energy $\varepsilon$ measured from $m$, it reads

$$
\begin{aligned}
\left(\frac d{dr}+A\right)G
&=\left(2m+\varepsilon+\frac{Z\alpha}{r}\right)F,\\
\left(-\frac d{dr}+A\right)F
&=\left(\varepsilon+\frac{Z\alpha}{r}\right)G,\\
A&=\frac\kappa r-\frac{(g-2)Z\alpha}{4mr^2}.
\end{aligned}
\tag{43}
$$

Here $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. The component $F$ was eliminated, and the resulting energy-dependent matrix was diagonalized repeatedly until $\varepsilon$ settled. For the antiproton's $g$, the spacing is 0.079 percent above the fixed-nucleus limit of (27). At $Z=10$ the excess is 0.020 percent, as expected for a correction proportional to $Z^2$.

Together, the two corrections multiply the spacing (27) by about 1.0112 for $g$ near the antiproton's value. The assumed spacing then gives

$$
g\simeq0.9754+\frac{32.0}{6.9949\times1.0112}=5.500 ,
\tag{44}
$$

or $\mu=(-2.750\pm0.021)\mu_N$. The shift of 0.025 from the leading inversion is larger than the assumed experimental uncertainty. Vacuum polarization must therefore be included at this precision. The quoted error comes from $D$ alone. The result still omits recoil in the higher relativistic correction, other radiative terms, nuclear polarization and any remaining electrons. Since the spacing was assumed, the result is no evidence about the antiproton's actual moment.

### A sigma-like hadron and the two roots

Now take a negative spin-1/2 hadron of round mass 1200 MeV, near that of the $\Sigma^-$, around the same nucleus. Then $m_r/m=0.9688$ and $K_8=8.825$ eV per unit of $g$. Assume that a fit gives $|D|=18\pm1$ eV, but leaves the sign open. The leading formula gives

$$
g_\pm=0.9688\pm\frac{18}{8.825}
=\begin{cases}3.009\\-1.071\end{cases}.
\tag{45}
$$

With $m_p/(2m)=938.272/2400=0.3909$, the moments are $-1.18\mu_N$ for $D>0$ and $+0.42\mu_N$ for $D<0$. Each has an uncertainty of $0.04\mu_N$ from the spacing. Under statistical population, the first root requires the stronger main line to lie at lower energy; the second requires it at higher energy. A fit that cannot distinguish these patterns leaves both moments possible.

### Where the inversion ceases to apply

The hadron must stay outside the nucleus. For the antiproton, the radius $n^2/(m_rZ\alpha)$ is 72 fm at $n=7$ and 95 fm at $n=8$, while a nucleus of this mass has a radius of a few femtometres. From (18), the probability of being within a small radius $R$ scales as $R^{2n+1}$, so overlap is strongly suppressed in these orbits. In lower orbits, nuclear size and strong absorption can change the levels in ways that (22) does not contain. A nucleus with spin adds hyperfine structure, and populated non-circular orbits add further lines near the doublet. Both must be included in the line fit before a moment is extracted.

Numbers in the example were calculated in double precision.
